# The Hanle Curve in Two-Dimensional Channels: g-Factor, Lifetime and Spin-Valley Coupling

## Result

Circularly polarised light at normal incidence steadily creates carrier spins along \(z\), the normal of a two-dimensional channel. A magnetic field \(B\) in the plane, along \(x\), makes them precess and lowers the steady spin:

\[
S_z(B)=\frac{S_z(0)}{1+(B/B_{1/2})^2},\qquad
B_{1/2}=\frac{\hbar}{|g|\mu_B\sqrt{T_zT_y}} .
\]

\(B_{1/2}\) is the half-width at half-maximum. \(T_z\) and \(T_y\) are the effective lifetimes of the spin components along the normal and along the in-plane direction perpendicular to \(B\). If they are equal, \(T_z=T_y=T_s\), the width takes its familiar form

\[
B_{1/2}=\frac{\hbar}{|g|\mu_BT_s}.
\]

The width thus gives the product of \(|g|\) and a lifetime, and that lifetime is a geometric mean. In a channel with spin-valley coupling the mean can be far from either lifetime.

The model assumes weak, steady, uniform pumping, field-independent exponential loss and negligible thermal polarisation. The measured signal is taken to be proportional to \(S_z\).

## Stage 1: one spin, then a steady population

For a field along \(x\) the Zeeman Hamiltonian is

\[
H=\tfrac12 g\mu_BB\,\sigma_x=\tfrac12\hbar\Omega\,\sigma_x,\qquad
\Omega=\frac{g\mu_BB}{\hbar}.
\]

Here \(g\) is the g-factor for a field along \(x\). The Heisenberg equation \(d\sigma_i/dt=(i/\hbar)[H,\sigma_i]\), with \([\sigma_x,\sigma_z]=-2i\sigma_y\) and \([\sigma_x,\sigma_y]=2i\sigma_z\), gives

\[
\frac{d\sigma_z}{dt}=\frac{i\Omega}{2}(-2i\sigma_y)=\Omega\sigma_y,\qquad
\frac{d\sigma_y}{dt}=\frac{i\Omega}{2}(2i\sigma_z)=-\Omega\sigma_z .
\]

This is \(d\mathbf S/dt=\boldsymbol\Omega\times\mathbf S\). A spin that starts along \(z\) has \(S_z\propto\cos\Omega t\) and \(S_y\propto-\sin\Omega t\).

Let the light create spin at the rate \(G_s\), and let a fraction \(e^{-t/T_s}\) survive to age \(t\). The steady spin is the sum over all ages:

\[
S_z=G_s\int_0^\infty e^{-t/T_s}\cos\Omega t\,dt
=G_s\,\mathrm{Re}\int_0^\infty e^{-(1/T_s-i\Omega)t}dt .
\]

The last integral is \(1/(1/T_s-i\Omega)=T_s/(1-i\Omega T_s)\). Multiplying numerator and denominator by \(1+i\Omega T_s\) and taking the real part gives

\[
S_z=\frac{G_sT_s}{1+\Omega^2T_s^2}.
\]

The signal is halved when \(|\Omega|T_s=1\), which is the isotropic width. At that field a spin turns by one radian in one lifetime. The fall comes from mixing spins of different ages, which point in different directions; the field adds no relaxation of its own.

**Limits.** For \(|\Omega|T_s\ll1\), \(S_z\approx G_sT_s(1-\Omega^2T_s^2)\): the curve starts quadratically and the sign of \(g\) drops out. For \(|\Omega|T_s\gg1\) it falls as \(1/B^2\). Numerical integration at \(\Omega T_s=0.3\), 1 and 2.5 agrees with the closed form to within \(10^{-8}\).

The Lorentzian shape rests on the exponential. With another survival function \(f(t)\), the same argument gives \(S_z=G_s\int_0^\infty f(t)\cos\Omega t\,dt\), and the curve is no longer a Lorentzian.

## Stage 2: what the effective lifetime contains

A spin is lost from the signal when its carrier disappears, at rate \(1/\tau\), or when its orientation relaxes, at rate \(1/\tau_s\). For independent processes the rates add:

\[
\frac1{T_s}=\frac1\tau+\frac1{\tau_s}.
\]

**Minority carriers.** Suppose that the light creates \(G\) carriers per unit area and time with polarisation \(P_0\), and that there are no others of their kind. Their density is \(N=G\tau\). With \(S_z\) counted as spin-up minus spin-down density, \(G_s=P_0G\), so the zero-field polarisation is

\[
P(0)=\frac{P_0GT_s}{G\tau}=P_0\frac{T_s}{\tau}=\frac{P_0}{1+\tau/\tau_s}.
\]

If \(P_0\) and \(g\) are known, the width gives \(T_s\), the amplitude gives \(T_s/\tau\), and the two together give both \(\tau\) and \(\tau_s\).

**Resident carriers.** In a doped n-type channel of density \(n\), each absorbed photon adds one electron and one hole. Let the photocarrier density be small compared with \(n\), and let the hole lose its spin before it recombines. Suppose further that it removes an electron at random, taking away the average spin \(S_z/n\):

\[
\frac{dS_z}{dt}=P_0G-\frac Gn S_z-\frac{S_z}{\tau_s}
\quad\Rightarrow\quad \frac1\tau=\frac Gn .
\]

The carrier lifetime is replaced by the time \(n/G\) in which the light creates as many electrons as the channel holds. At vanishing pump power \(T_s\to\tau_s\). Random removal is natural for non-degenerate or localised electrons. In a degenerate gas it holds only if recombination samples the whole Fermi sea: a cold hole that recombines with momentum conserved meets states near the band edge, which are full for both spins, and removes almost no net spin.

A simulation of 400 carriers tests the rate equation, with random removal built in. Fully polarised newcomers replaced randomly chosen carriers at rate 1 per carrier, and spin relaxed at rate 2, in the same inverse time unit. The mean polarisation was 0.331; the formula gives \(1/(1+2)=0.333\).

## Stage 3: unequal lifetimes

In a two-dimensional channel the normal is a special direction, so \(T_z\) and \(T_y\) need not agree. Both include carrier removal. The steady equations are

\[
0=G_s+\Omega S_y-\frac{S_z}{T_z},\qquad
0=-\Omega S_z-\frac{S_y}{T_y}.
\]

The second gives \(S_y=-\Omega T_yS_z\). Inserting it into the first,

\[
G_s=S_z\left(\frac1{T_z}+\Omega^2T_y\right)
\quad\Rightarrow\quad
S_z=\frac{G_sT_z}{1+\Omega^2T_zT_y}.
\]

Half-maximum lies at \(\Omega^2T_zT_y=1\), which is the stated width. The height measures \(T_z\) and the width \(\sqrt{T_zT_y}\). A short in-plane lifetime broadens the curve: the field must first turn spin into the plane, and if \(S_y\) decays quickly, little of it is left to precess onwards to \(-z\).

**Test from the density matrix.** Take

\[
\frac{d\rho}{dt}=-\frac i\hbar[H,\rho]+\sum_i\gamma_i(\sigma_i\rho\sigma_i-\rho)-\frac{\rho-\rho_0}{\tau},
\]

where \(\rho_0\) is the spin-up state. Since \(\sigma_x\sigma_z\sigma_x=-\sigma_z\), and likewise for \(\sigma_y\), these two noise terms each remove \(\langle\sigma_z\rangle\) at twice their rate, while the \(\sigma_z\) term leaves it alone. The same reasoning applies to \(\langle\sigma_y\rangle\), so

\[
\frac1{T_z}=\frac1\tau+2(\gamma_x+\gamma_y),\qquad
\frac1{T_y}=\frac1\tau+2(\gamma_x+\gamma_z).
\]

With \(1/\tau=0.5\), \(\gamma_x=0.05\), \(\gamma_y=0.10\) and \(\gamma_z=0.40\), all in ns⁻¹, the lifetimes are \(T_z=1.25\) ns and \(T_y=0.714\) ns. For \(g=-0.44\), the half-width found from the steady density matrix is 27.35 mT, and the formula gives the same value. The negative \(g\) confirms that the modulus enters.

## Stage 4: two valleys with opposite internal fields

In a monolayer such as MoS₂, spin-orbit coupling splits the conduction band by \(\Delta\), with opposite spin order in the two valleys. For valley index \(\nu=\pm1\),

\[
H_{so}=\tfrac12\nu\hbar\Omega_{so}\sigma_z,\qquad \Delta=\hbar\Omega_{so}.
\]

Carriers change valley at rate \(1/\tau_v\) without changing spin. Let \(T\) be the lifetime from all other processes, taken as isotropic. The valley spins obey

\[
\frac{d\mathbf S^\pm}{dt}=(\Omega\hat x\pm\Omega_{so}\hat z)\times\mathbf S^\pm
-\frac{\mathbf S^\pm}{T}-\frac{\mathbf S^\pm-\mathbf S^\mp}{\tau_v}+G^\pm\hat z .
\]

Define \(\mathbf S=\mathbf S^++\mathbf S^-\), \(\mathbf D=\mathbf S^+-\mathbf S^-\) and \(G_s=G^++G^-\). In the sum the exchange terms cancel; in the difference they add to \(-2\mathbf D/\tau_v\). The internal field, having opposite signs, couples \(\mathbf S\) to \(\mathbf D\). With \(\hat x\times\mathbf S=(0,-S_z,S_y)\) and \(\hat z\times\mathbf D=(-D_y,D_x,0)\), the steady state contains the closed set

\[
\begin{aligned}
0&=G_s+\Omega S_y-S_z/T,\\
0&=-\Omega S_z+\Omega_{so}D_x-S_y/T,\\
0&=-\Omega_{so}S_y-\Gamma D_x,\qquad \Gamma=\frac1T+\frac2{\tau_v}.
\end{aligned}
\]

The third line gives \(D_x=-\Omega_{so}S_y/\Gamma\), and the second becomes

\[
0=-\Omega S_z-\left(\frac1T+\frac{\Omega_{so}^2}{\Gamma}\right)S_y .
\]

These are the equations of Stage 3 with

\[
T_z=T,\qquad
\frac1{T_y}=\frac1T+\frac{\Omega_{so}^2}{1/T+2/\tau_v}.
\]

Within this model the curve remains exactly Lorentzian, whatever the size of \(\Omega_{so}\tau_v\). The source imbalance \(G^+-G^-\) drives \(D_z\), which couples to \(D_y\) and \(S_x\) but not to the set above. It therefore does not matter for \(S_z\) whether the light fills one valley or both.

**Fast valley exchange.** For \(\tau_v\ll T\), the added in-plane rate is \(\Omega_{so}^2\tau_v/2\). It vanishes as \(\tau_v\to0\), because the internal field reverses before the spin can turn: this is motional narrowing. If this rate is still much larger than \(1/T\),

\[
B_{1/2}\approx\frac{\Delta}{|g|\mu_B}\sqrt{\frac{\tau_v}{2T_z}} .
\]

**No valley exchange.** For \(\tau_v\to\infty\), \(1/T_y=1/T+\Omega_{so}^2T\). This limit can be checked directly. Each spin precesses at \(W=\sqrt{\Omega^2+\Omega_{so}^2}\) about an axis at angle \(\theta\) to \(z\), with \(\cos^2\theta=\Omega_{so}^2/W^2\). Its \(z\) component is \(\cos^2\theta+\sin^2\theta\cos Wt\), and the average over ages is

\[
\frac{S_z}{G_sT}=\frac{\Omega_{so}^2}{W^2}+\frac{\Omega^2}{W^2}\frac1{1+W^2T^2}
=\frac{\Omega_{so}^2+\Omega^2+\Omega_{so}^2W^2T^2}{W^2(1+W^2T^2)}
=\frac{1+\Omega_{so}^2T^2}{1+W^2T^2}.
\]

Dividing by \(1+\Omega_{so}^2T^2\) gives \(1/[1+\Omega^2T^2/(1+\Omega_{so}^2T^2)]\), which is the general formula with this \(T_y\).

**Between the limits.** A simulation followed 200,000 individual spins, each precessing about its own total field and changing valley at random. In units of \(T=1\), with \(\tau_v=0.1\), \(\Omega_{so}=8\) and \(\Omega=2\), it gave \(S_z/S_z(0)=0.5058\pm0.0011\). The formula gives 0.5030. The difference is about 2.5 standard errors: larger than a typical fluctuation, but within the 4.5 standard errors allowed.

## Stage 5: a monolayer example

Take resident electrons in an n-type MoS₂ monolayer at 5 K, with rough parameters: \(g=2.0\), \(\tau_s=3.00\) ns, \(\Delta=3.0\) meV, \(\tau_v=0.10\) ps, \(n=1.0\times10^{13}\) cm⁻² and mass \(0.45\,m_0\). The light has peak intensity 0.50 kW/cm² and photon energy 1.90 eV, and a fraction 0.05 is absorbed.

The pair generation rate is absorbed intensity over photon energy:

\[
G=\frac{0.05\times500\ \mathrm{W\,cm^{-2}}}{1.90\ \mathrm{eV}}
=8.21\times10^{19}\ \mathrm{cm^{-2}s^{-1}},\qquad \frac nG=121.8\ \mathrm{ns}.
\]

Hence

\[
T_z=\left(\frac1{3.00}+\frac1{121.8}\right)^{-1}\mathrm{ns}=2.93\ \mathrm{ns}.
\]

The splitting gives \(\Omega_{so}=4.558\) rad/ps. The valley-difference rate \(\Gamma\) is close to \(2/\tau_v=20\) ps⁻¹, so

\[
\frac1{T_y}\approx\frac{4.558^2}{20}\ \mathrm{ps^{-1}}=1.04\ \mathrm{ps^{-1}},\qquad
T_y=0.963\ \mathrm{ps}.
\]

The geometric mean is \(\sqrt{2928\times0.9625}\) ps \(=53.1\) ps. With \(\hbar/\mu_B=11.37\) ps·tesla,

\[
B_{1/2}=\frac{11.37}{2.0\times53.1}\ \mathrm{tesla}=107\ \mathrm{mT}.
\]

A numerical search for the half-maximum of the full six-component valley equations gives the same width. The normalised signal is 0.82 at 50 mT, 0.53 at 100 mT, 0.22 at 200 mT and 0.04 at 500 mT.

With the same \(T_z\) but no spin-valley coupling, the half-width would be 1.94 mT. Conversely, reading the 107 mT curve with the isotropic formula returns 53 ps. That is about 55 times shorter than \(T_z\) and about 55 times longer than \(T_y\).

## Stage 6: separating the quantities in the width

**Decay in time.** After a short pulse, Stage 3 without its source has solutions \(e^{-rt}\) with

\[
(r-a)(r-b)+\Omega^2=0,\qquad a=\frac1{T_z},\quad b=\frac1{T_y},
\]

\[
r=\frac{a+b}2\pm\sqrt{\frac{(b-a)^2}4-\Omega^2}.
\]

For \(a=b\) the square root is imaginary at any non-zero field, so \(r=a\pm i\Omega\). The spin oscillates at \(|\Omega|\), and the oscillation frequency gives \(|g|\) independently of the lifetime.

For \(b\gg a\) there is no oscillation at the half-width, where \(\Omega^2=ab\). The slow root follows from \(r=a+\Omega^2/(b-r)\approx a+ab/b=2a\): the slow decay rate doubles between zero field and \(B_{1/2}\).

With two valleys, \(D_x\) follows \(S_y\) in this slow mode if \(r\ll\Gamma\), so the same reduction holds. In the example, the slowest rate of the six-component equations at \(B_{1/2}\) is real and equals \(2.0006/T_z\). For resident carriers \(1/T_z\) contains the replacement rate \(G/n\), so these rates apply to the extra spin from a weak pulse added to the steady pump. Its zero-field decay gives \(T_z\); in the dark, \(G/n\) is absent and the decay gives \(\tau_s\) instead. Once \(T_z\) is known, the Hanle width gives \(|g|\sqrt{T_y}\). These two measurements alone do not separate \(T_y\) from \(g\).

**Pump power.** For resident carriers with \(T_y\) held fixed,

\[
B_{1/2}^2=\left(\frac\hbar{g\mu_B}\right)^2\frac1{T_y}\left(\frac1{\tau_s}+\frac Gn\right).
\]

Plotted against \(G/n\), the squared width is a straight line whose slope divided by intercept is \(\tau_s\); \(g\) and \(T_y\) cancel. In the example \(T_y\) is nearly fixed, because spin-valley precession dominates it. Raising the intensity tenfold, to 5.0 kW/cm², shortens \(n/G\) to 12.18 ns and widens the curve from 107.11 to 118.13 mT. Thus

\[
\text{slope}=\frac{118.13^2-107.11^2}{1/12.18-1/121.8}
=3.36\times10^4\ \mathrm{mT^2\,ns},
\]

\[
\text{intercept}=107.11^2-\frac{3.36\times10^4}{121.8}
=1.12\times10^4\ \mathrm{mT^2}.
\]

Their ratio is 3.00 ns, the lifetime put in, and the width at zero pump is 105.8 mT.

In the isotropic case both lifetimes contain \(G/n\), and \(B_{1/2}\) itself is linear, again with slope over intercept \(\tau_s\). Applying that linear reading to weak pumping of the strongly anisotropic channel would give \(\tau_s/2\), since there \(B_{1/2}\propto\sqrt{1+G\tau_s/n}\approx1+G\tau_s/2n\). The method needs an absolute value of \(G/n\), and a pump that does not alter \(\tau_s\) or \(\tau_v\), for instance by heating. The pump must also be uniform over the probed area. With equal Gaussian pump and probe spots, the mean of \(G\) weighted by both profiles is only two thirds of its peak, so using the peak value would make \(\tau_s\) come out about a third too short, however large the spots are. It also relies on the assumption of Stage 2 that holes lose their spin before they recombine. If a hole instead keeps its spin and recombines only with an electron of the spin created alongside it, each pair leaves almost no net spin behind, and the term \(G/n\) disappears from the spin loss. In a monolayer, where the hole spin is tied to the valley and recombination can be fast, the assumption must therefore be checked separately. The same holds for random removal, because the electrons of the example are strongly degenerate. If recombination conserves momentum, holes of mass \(0.54\,m_0\) remove a negligible net spin at 5 K and only about 2 % of \(S_z/n\) per event at a hole temperature of 50 K. The term \(G/n\) then all but vanishes, the width stays near its zero-pump value of 105.8 mT, and the pump series does not give \(\tau_s\).

## Stage 7: where the example is vulnerable

**Comparison with real monolayers.** Nanosecond electron spin lifetimes at a few kelvin are a realistic scale for MoS₂. A conduction-band splitting of a few meV is typical of band-structure calculations; interactions between carriers can change it in a strongly doped layer. The chosen density is high, as in a strongly doped or gated layer. The intervalley time and the splitting are both uncertain. Doubling \(\tau_v\) to 0.2 ps, with everything else fixed, moves the half-width to 151 mT, in line with the square-root law. The width is directly proportional to \(\Delta\), and the value that counts is the splitting at the Fermi wavevector. This differs from the band-edge value if the two spin branches have different masses. With \(0.43\,m_0\) for the lower branch and \(0.46\,m_0\) for the upper, for instance, 3.0 meV at the band edge shrinks to 1.2 meV, and the half-width falls to about 42 mT. The calculated 107 mT is therefore an estimate of scale, not a prediction for a particular sample.

**Scattering and band filling.** Equal valley-exchange rates in both directions are justified for elastic scattering between parabolic bands of equal mass, provided that both spin branches are filled. The Fermi energy is 26.6 meV above the mean band edge and 25.1 meV above the upper one, against a thermal energy of 0.43 meV, so this condition holds. The splitting is 0.11 of the Fermi energy.

Collision broadening is a weaker point: \(\hbar/\tau_v=6.6\) meV is already 0.25 of the Fermi energy. Other scattering can only add to the total rate, so the true broadening is at least this large. The semiclassical rate equations are therefore only moderately well justified. If intervalley events also randomise the direction of motion, the momentum relaxation time cannot exceed \(\tau_v\), and the mobility is at most 391 cm²/Vs.

**Diffusion.** A spin pattern of wavevector \(q\) decays faster by \(D_sq^2\), where \(D_s\) is the diffusion constant. For pump and probe profiles \(e^{-r^2/w^2}\), the product of their Fourier transforms is \(e^{-q^2w^2/2}\), so the mean of \(q^2\) is \(2/w^2\). When \(T_y\) is hardly affected, \(B_{1/2}\propto T_z^{-1/2}\) and, to leading order,

\[
\frac{\delta B_{1/2}}{B_{1/2}}\approx\frac12\,\frac{2D_s}{w^2}\,T_z=\frac{D_sT_z}{w^2}.
\]

If intervalley events randomise the direction of motion, \(D_s\) is at most the Fermi energy times \(\tau_v\) divided by the mass, which is 10.4 cm²/s. This bound gives a diffusion length \(\sqrt{D_sT_z}=1.74\) µm. For \(w=20\) µm the estimate is 0.76 %; the full average over \(q\) gives 0.74 %. A tightly focused spot breaks the uniform-pumping assumption more severely: at \(w=5\) µm the leading-order broadening is up to 12 %, and the full average over \(q\) gives 9 %.

**Tilt and thermal polarisation.** Tilting the field by 2° out of the plane changes the normalised signal at \(B_{1/2}\) from 0.5000 to 0.5003. The thermal polarisation along \(z\) is then about \(8\times10^{-6}\). The pumped polarisation at zero field is at most 0.024, reached for \(P_0=1\), and half of that at \(B_{1/2}\). Thermal spin matters if the actual optical orientation is weaker by several orders of magnitude.

**Temperature.** At 300 K the thermal energy is 25.9 meV, nearly the Fermi energy. The electrons are then only weakly degenerate, and the low-temperature lifetimes cannot be carried over. The relation between width and lifetimes survives if the rate equations still hold, but its inputs must be determined afresh.

The numerical output below lists the values used here.

## Calculated quantities

```
Density-matrix test: g = -0.44, T_z = 1.2500 ns, T_y = 0.7143 ns
  half-width numeric 27.3505 mT, formula 27.3505 mT
Random-walk test S_z/S_z(0): 0.5058 +- 0.0011, formula 0.5030
Replacement test polarisation: 0.3309, formula 0.3333
Example: n-type MoS2 monolayer, rough parameters
g-factor: 2.0
Temperature: 5 K
Intrinsic spin lifetime: 3.00 ns
Spin splitting: 3.0 meV
Intervalley time: 0.10 ps
Electron density: 1.0e+13 cm^-2
Effective mass: 0.45 m0
Peak intensity: 0.50 kW/cm^2
Absorbed fraction: 0.05
Photon energy: 1.90 eV
Pair generation rate: 8.213e+19 cm^-2 s^-1
Replacement time n/G: 121.8 ns
Internal precession frequency: 4.558 rad/ps
Effective T_z: 2.928 ns
Effective T_y: 0.9625 ps
Geometric-mean lifetime: 53.08 ps
Half-width, formula: 107.11 mT
Half-width, six-component solution: 107.11 mT
Half-width without spin-valley coupling: 1.942 mT
Lifetime misread by isotropic formula: 53.08 ps
S_z/S_z(0) at 50 mT: 0.8211
S_z/S_z(0) at 100 mT: 0.5343
S_z/S_z(0) at 200 mT: 0.2229
S_z/S_z(0) at 500 mT: 0.0439
Slow decay rate at half-width times T_z: 2.0006
Half-width at 5.0 kW/cm^2: 118.13 mT
Replacement time at that intensity: 12.18 ns
Half-width extrapolated to zero pump: 105.81 mT
Spin lifetime from pump series: 3.001 ns
Half-width if intervalley time is 0.2 ps: 151.46 mT
Neglected effects
Fermi energy above mean band edge: 26.60 meV
Fermi energy above upper band edge: 25.10 meV
Splitting / Fermi energy: 0.113
Broadening hbar/tau_v: 6.58 meV
Broadening / Fermi energy: 0.247
Thermal energy at 5 K: 0.431 meV
Thermal energy at 300 K: 25.85 meV
Mobility upper bound: 391 cm^2/Vs
Diffusion constant upper bound: 10.40 cm^2/s
Spin diffusion length upper bound: 1.74 um
Spot radius (1/e): 20 um
Width change by diffusion: 0.74 %
S_z/S_z(0) at half-width, field tilted 2 deg: 0.50030
Pumped polarisation at B = 0, upper bound: 0.0240
Thermal z polarisation at that tilt: 8.13e-06
```
